The absolute hydrogen-electrode potential and its electron convention

**Problem**

The absolute potential of the standard hydrogen electrode, for which 4.44 V is the recommended value, measures how far the electrons of that electrode lie below the vacuum just outside the solution. Assemble it at 298.15 K from the three steps

½H₂(g) → H(g), free energy ΔG_at
H(g) → H⁺(g) + e⁻, free energy ΔG_ion
H⁺(g) → H⁺(aq), free energy α

State what is assumed about the electron in each step, and decide whether the last digit of 4.44 V is supported.

The gases are ideal at 1 bar, and the dissolved proton is in its ideal 1 mol/kg standard state. The real solvation free energy α = −1088 kJ/mol is an experimental input, taken here with a band of ±2 kJ/mol. It is not measured directly: it is deduced from the work function of a metal and a measured outer potential difference by running this same cycle backwards, so α and 4.44 V are not independent determinations. The word "real" means that the proton starts in vacuum just outside the solution and that the work of crossing the surface is included. The hydrogen data, whose origin is explained below, are:

- half the dissociation energy of H₂: D₀/2 = 216.04 kJ/mol
- ionisation energy of H: I = 1312.04 kJ/mol
- thermal free energies g, measured from the lowest level of each species at rest: −30.50 (H₂), −28.01 (H) and −26.28 kJ/mol (H⁺)

**A tempting solution**

Atomisation gives

ΔG_at = 216.04 − 28.01 + ½(30.50) = 203.28 kJ/mol,

or 203.29 kJ/mol with unrounded terms.

Ionisation produces two gases, H⁺ and e⁻, so it seems that both need a thermal free energy. For an ideal Fermi–Dirac electron gas at 298.15 K and 1 bar, the free energy minus the enthalpy at zero temperature is −3.63 kJ/mol. The thermal values of the other gases are also measured from their zero-temperature state, so this one is treated in the same way:

ΔG_ion = 1312.04 − 26.28 + 28.01 − 3.63 = 1310.14 kJ/mol.

The sum with α is 203.29 + 1310.14 − 1088 = 425.43 kJ/mol. Division by F = 96.4853 kJ/mol per volt gives 4.41 V.

**Where it fails**

The reaction whose free energy defines the absolute potential ends with an electron at rest in vacuum just outside the solution. It does not end with an electron gas at 1 bar. To see why, write the equilibrium at the electrode, where the electron is in the metal:

½G(H₂) = G(H⁺,g) + α + μ_e.

Here μ_e is the molar electrochemical potential of electrons in the metal. Its zero is an electron at rest just outside the solution, the same place from which α brings in the proton. The absolute potential is defined by

E_abs = −μ_e/F.

Solving the equilibrium condition for −μ_e gives

F E_abs = G(H⁺,g) − ½G(H₂) + α.

Adding and subtracting G(H) separates the first two steps:

F E_abs = [G(H) − ½G(H₂)] + [G(H⁺,g) − G(H)] + α
= ΔG_at + ΔG_ion + α.

The second bracket contains no free energy of an electron gas. The free electron contributes zero because its rest state is the chosen zero.

A gas convention may still be used, provided that the path is closed. If ionisation delivers the electron into a gas of chemical potential μ_gas, a further step must take it from the gas to rest, at a cost of −μ_gas. The two contributions cancel. The tempting solution includes the first and omits the second.

It also contains a second fault: −3.63 kJ/mol is not μ_gas measured from the rest level. A degenerate electron gas at zero temperature still has kinetic energy. With Fermi energy ε_F and electron mass m, its density and pressure are

n = (2mε_F)^(3/2)/(3π²ħ³), P = (2/5)nε_F.

Its enthalpy per electron is the mean energy (3/5)ε_F plus P/n = (2/5)ε_F, which makes ε_F. Eliminating n gives

ε_F = [15π²ħ³P/(2(2m)^(3/2))]^(2/5).

At 1 bar this is 3.971 kJ/mol above the rest level. Hence

μ_gas = 3.971 − 3.633 ≈ 0.34 kJ/mol,

which is positive. For H₂, H and H⁺, treated as classical gases, the zero-temperature enthalpy coincides with the energy at rest. For the electron gas it does not, so the analogy in the tempting solution breaks down.

The value of μ_gas follows from the pressure of the Fermi gas,

P = (2k_BT/λ³) × [4/(3√π)] ∫₀^∞ x^(3/2)/(eˣ/z + 1) dx,

where λ = h/√(2πmk_BT) and z = exp(μ_gas/RT). This comes from PV = k_BT ∫ D(ε) ln(1 + z e^(−ε/k_BT)) dε with the density of states D proportional to √ε, integrated by parts. For small z the integral becomes z × 3√π/4, and so

μ_gas ≈ RT ln[Pλ³/(2k_BT)],

the Boltzmann result, which is −0.057 kJ/mol here. The full integral gives +0.337 kJ/mol, so z = exp(0.337/2.479) ≈ 1.15. This is not small, and the Boltzmann formula does not even give the right sign. Both results omit the Coulomb repulsion between electrons; the gas is a bookkeeping device.

With the other terms fixed, adding these contributions without the closing step would give 4.446 V (Boltzmann), 4.450 V (Fermi–Dirac from the rest level) or 4.409 V (the tempting choice).

**The right solution: atomisation**

No free electron occurs in this step. The electron bound in H does matter, because its spin has two orientations.

For N independent identical particles with single-particle partition function q, the Helmholtz energy is −k_BT ln(q^N/N!). Using ln N! ≈ N ln N − N and differentiating with respect to N gives the chemical potential −k_BT ln(q/N). With V/N = k_BT/P, the molar thermal free energy is

g = −RT ln[(2πMk_BT/h²)^(3/2) (k_BT/P) q_int],

where M is the particle mass and q_int is the internal partition sum.

The bare proton has q_int = 1 when nuclear spin is left out, and g(H⁺) = −26.28 kJ/mol. The atom has almost the same mass but q_int = 2, so its value is lower by RT ln 2 = 1.718 kJ/mol. This reproduces −28.01 kJ/mol to within rounding.

For H₂ the internal sum runs over rotation–vibration levels:

q_int = Σ w_J(2J + 1) exp[−(E_vJ − E₀₀)/k_BT].

Of the four nuclear-spin states, one goes with even J and three with odd J. Dividing by four gives w_J = 1/4 and 3/4, which removes a factor of two per proton, as was done for H and H⁺. The sum is 1.9356 for the cc-pVTZ curve described below. Only 1.93 is converged: a cc-pVQZ curve gives 1.931, which changes g(H₂) by 0.005 kJ/mol. Doubling the mass multiplies the translational factor by 2^(3/2), so

g(H₂) = −26.28 − (3/2)(1.718) − 2.479 ln 1.9356
= −26.28 − 2.58 − 1.64 = −30.50 kJ/mol.

The dissociation energy is computed with clamped nuclei and non-relativistic electrons. The potential curve comes from full configuration interaction in the cc-pVTZ basis. It is shifted at 1.4 bohr to an estimated basis limit of −1.174514 hartree. That estimate uses the Hartree–Fock energy in cc-pV5Z and correlation energies c₄ and c₅ from cc-pVQZ and cc-pV5Z. If c_X = c + A/X³, then 125c₅ − 64c₄ = 61c, which removes A.

Solving for the nuclear motion puts the lowest level at −1.164571 hartree. Two separate atoms lie at −1 hartree, so D₀ = 0.164571 hartree, or 432.08 kJ/mol. The last digit is not converged: a cc-pVQZ curve with the same shift raises D₀ by about 0.03 kJ/mol, which moves the potential by 0.0002 V. Therefore

ΔG_at = D₀/2 + g(H) − ½g(H₂) = 203.29 kJ/mol.

**The right solution: ionisation**

The free electron ends at rest in vacuum, with zero energy and no thermal terms. The ionisation energy is the Rydberg energy for a nucleus of finite mass:

I = N_A hcR_∞/(1 + m_e/m_p) = 1312.04 kJ/mol.

The denominator appears because the levels of hydrogen scale with the reduced mass. Then

ΔG_ion = I + g(H⁺) − g(H) = 1312.04 + 1.72 = 1313.76 kJ/mol.

The 1.72 kJ/mol is essentially RT ln 2. The atom loses its twofold spin weight, and the electron at rest is assigned none. In atomisation the same term entered with a minus sign, so it cancels in the sum, as it must: H is only an intermediate. Leaving the spin weight out of one step alone would shift the potential by 1.718/96.4853 = 0.018 V.

The two gas-phase steps together cost 1517.04 kJ/mol. Stripping both electrons from H₂ and halving the result avoids the atom and gives 1517.76 kJ/mol. The difference has a known origin. The direct path contains −E₀₀/2, while the path through H contains (−1 − E₀₀)/2 + I in hartree. They differ by ½ hartree − I, the finite-mass shift of the atom, which is 0.71 kJ/mol. The direct path omits this shift, so its value is not used. Both paths use the same g(H₂) and g(H⁺), so the comparison shows only that the spin and thermal terms of the atom cancel; it is no independent measure of accuracy.

**The right solution: solvation and sum**

No electron is transferred in the solvation step, but the electron's reference point still matters. The proton enters from the place where the electron was left, just outside the solution. Thus

ΔG_at + ΔG_ion + α = 1517.04 − 1088 = 429.04 kJ/mol,

E_abs = 429.04/96.4853 = 4.447 V.

The band of α contributes 2/96.4853 = 0.021 V. The recommended 4.44 V lies inside this band, but its last digit is not supported by these data: the band runs from about 4.43 to 4.47 V, and the sum itself rounds to 4.45 V. Obtaining 4.44 V exactly would require α = −1088.65 kJ/mol, a change of 0.65 kJ/mol and well within the band. Since α was itself deduced through this cycle, the agreement with 4.44 V is a check of consistency and not a second determination.

**Two ways to misuse the solvation term**

Let χ be the electric potential inside the solution minus that just outside. The real value then splits as α = α_int + Fχ, where α_int is the intrinsic solvation free energy. Using α_int lowers the sum by Fχ. This amounts to placing the reference electron at the inner potential of the solution, where its electrostatic energy is −Fχ. For a rough illustrative χ = +0.1 V, Fχ is 9.65 kJ/mol and the result is 4.347 V. That number answers a different question, because its zero is no longer the outer vacuum.

The gas standard state must also match. Compressing an ideal gas from 1 bar to 1 mol/L raises its free energy by 7.96 kJ/mol at this temperature. A solvation free energy that starts from the compressed gas is therefore more negative by that amount. Combined with ionisation at 1 bar, it gives 4.364 V. Adding the compression step restores 4.447 V.

**Why the metal does not appear**

Let W be the work function of the metal, and let ψ_M and ψ_S be the potentials just outside metal and solution. An electron just outside the metal has energy −e(ψ_M − ψ_S) on the chosen scale, and inside it lies lower by W. Hence

E_abs = W/e + ψ_M − ψ_S.

As a toy model, suppose that n protons enter the solution and leave n electrons on the metal, with a capacitance of 1 e/V between the two and with equal outer potentials at zero charge. In electronvolts the free energy changes by

ΔG(n) = n(4.447 − W) + n²/2.

Setting the derivative to zero gives n = W − 4.447. The metal carries charge −ne, so ψ_M − ψ_S = 4.447 − W in volts, and W drops out of E_abs. For W = 4, 5 and 6 eV the outer potential difference is +0.447, −0.553 and −1.553 V, and numerical minimisation returns 4.447 V each time, which is the value put in. At a real interface, dipoles make the outer potentials differ even at zero charge. This shifts n, so the model does not predict the charge on a real electrode, but it leaves ψ_M − ψ_S and E_abs at equilibrium unchanged. This holds for a metal that exchanges electrons with the hydrogen couple and reaches equilibrium. If another reaction sets the potential, the result does not apply.

**Real electrodes**

A working electrode need not be in the standard state. Assume that the surface potential of the solution stays the same when its composition changes. For proton activity a and hydrogen pressure p in bar, G(H⁺) gains RT ln a and ½G(H₂) gains ½RT ln p, so

E_abs = 4.447 V + (RT/F)(ln a − ½ ln p).

At pH 7 and 1 bar the shift is −7 × 2.303 × 2.479/96.4853 = −0.414 V, giving 4.033 V. This is about four times the largest convention error above, the 0.1 V from the illustrative χ.

The remaining approximations are small beside the band of α. Extrapolating the correlation energy from cc-pVTZ and cc-pVQZ instead, with the Hartree–Fock energy in cc-pVQZ, changes the estimated basis limit by 0.021 kJ/mol per H atom; this does not bound its error. The same extrapolation from aug-cc-pVTZ and aug-cc-pVQZ gives −1.174441 hartree, a shift of about 0.1 kJ/mol per H atom or 0.001 V, so the last two digits of −1.174514 are not converged. The correction for clamped nuclei has an estimated scale of 0.125 kJ/mol, the well depth times m_e/m_p, halved; this is an estimate and not a bound. The relativistic shift of H is 0.017 kJ/mol. With a rough second virial coefficient of 15 cm³/mol, the non-ideality of H₂ is below 0.001 kJ/mol.

Temperature matters more. Warming by 10 K changes the gas-phase part by −0.44 kJ/mol. A rough solvation entropy of −0.1 kJ/(mol K) changes α by about +1 kJ/mol. The net shift is then about +0.006 V, or 0.004 to 0.009 V if that entropy lies between −0.08 and −0.13 kJ/(mol K). This exceeds the corrections above but is still well inside the 0.021 V band of α.

To place another electrode on the hydrogen scale, subtract the two absolute potentials. If its electrons lie 5.00 eV below the vacuum just outside the solution, its potential is 5.00 − 4.45 = 0.55 V against the standard hydrogen electrode, with the same uncertainty of about 0.02 V from α. The numerical output below lists the values used.

Computed results

```
Temperature: 298.15 K
Gas pressure: 1 bar
Faraday constant: 96.4853 kJ/mol per V
RT: 2.479 kJ/mol
H2 energy, basis-limit estimate at 1.4 bohr: -1.174514 hartree
H2 lowest rovibrational energy: -1.164571 hartree
H2 dissociation energy D0: 432.08 kJ/mol
Half of D0: 216.04 kJ/mol
H2 internal partition sum: 1.9356 (no unit)
Thermal free energy of H2: -30.50 kJ/mol
Thermal free energy of H: -28.01 kJ/mol
Thermal free energy of H+: -26.28 kJ/mol
Bound-electron spin term RT ln 2: 1.718 kJ/mol
Ionisation energy of H: 1312.04 kJ/mol
Atomisation free energy: 203.29 kJ/mol
Ionisation free energy, electron at rest: 1313.76 kJ/mol
Gas-phase sum: 1517.04 kJ/mol
Gas-phase sum bypassing the atom: 1517.76 kJ/mol
Finite-nuclear-mass shift of the atom: 0.71 kJ/mol
Real solvation free energy (measured input): -1088 kJ/mol
Band of that input: 2 kJ/mol
Sum of three terms: 429.04 kJ/mol
Absolute potential: 4.447 V
Band of absolute potential: 0.021 V
Solvation value giving exactly 4.44 V: -1088.65 kJ/mol
Potential recovered with work function 4 eV: 4.447 V
Potential recovered with work function 5 eV: 4.447 V
Potential recovered with work function 6 eV: 4.447 V
Electron gas, Boltzmann: -0.057 kJ/mol
Electron gas, Fermi-Dirac: 0.337 kJ/mol
Zero-temperature enthalpy of electron gas: 3.971 kJ/mol
Fermi-Dirac from that enthalpy: -3.633 kJ/mol
Potential if Boltzmann term is added: 4.446 V
Potential if Fermi-Dirac term is added: 4.450 V
Potential if shifted Fermi term is added: 4.409 V
Gas standard-state term, 1 bar to 1 mol/L: 7.96 kJ/mol
Potential if 1 mol/L solvation value is mixed in: 4.364 V
Surface potential (rough input): 0.1 V
Surface work F chi: 9.65 kJ/mol
Potential if intrinsic solvation value is used: 4.347 V
Neglected: basis-limit uncertainty: 0.021 kJ/mol
Neglected: scale of clamped-nuclei error: 0.125 kJ/mol
Neglected: relativistic shift of H: 0.017 kJ/mol
H2 second virial coefficient (rough input): 15 cm3/mol
Neglected: H2 non-ideality: 0.00075 kJ/mol
Gas-phase change on warming by 10 K: -0.44 kJ/mol
Solvation entropy (rough input): -0.1 kJ/(mol K)
Solvation change on warming by 10 K, rough: 1 kJ/mol
Net potential change on warming by 10 K, rough: 0.006 V
```
